Round-wire impedance from coupled filaments, checked against the Bessel solution

**One filament**

Take a long, straight, nonmagnetic wire of radius a and conductivity σ, and suppose first that its current I is spread uniformly. The wire is then one filament. Gaussian units and the time factor exp(−iωt) are used, so an inductive impedance has a negative imaginary part.

The current returns uniformly on a coaxial shell of radius r0, where the axial vector potential A is zero. A line current I gives the magnetic field 2I/(cr) = −dA/dr, hence A = −(2I/c) ln(r/r0). For a current density J,

A(r) = −(2/c) ∫ J(r′) ln(|r−r′|/r0) dS′.

The current is purely axial, so there is no transverse electric field and the drop V′ = −∂φ/∂z is the same over the whole cross-section. With Ohm's law,

J/σ = V′ + (iω/c)A.

Averaging this over the wire requires the mean of ln|r−r′| for two random points in the disc. Averaged over angle, ln|r−r′| equals ln max(r,r′): the logarithmic potential of a uniform ring is constant inside it and that of a central line outside it. Let u = r²/a², which is uniformly distributed between 0 and 1. The larger of two such values has probability density 2u, so for r0 = a the mean is

½ ∫₀¹ 2u ln u du = −1/4.

Divide impedances per length by the direct-current value R_dc = 1/(σπa²), and write z = Z/R_dc. The magnetic term then carries the factor

σπa² · 2ω/c² = a²/δ², δ = c/√(2πσω).

With X = a²/δ², one filament gives

z = 1 − iX/4.

Its resistance never rises. It cannot describe the skin effect, because its current has no freedom to move.

Setting r0 = a refers Z to the wire surface. A larger shell adds only the external inductance, as shown below.

**Two filaments by hand**

Cut the wire into a core, u < 1/2, and a ring, u > 1/2, of equal area. Let g_mn be the mean of ln(|r−r′|/a) between filaments m and n, and let L = ln 2. The core is a disc smaller by the factor 1/√2:

g₁₁ = −1/4 − L/2.

For a point in the core and one in the ring, the ring point has the larger radius:

g₁₂ = ½ · 2 ∫_{1/2}^{1} ln u du = −1/2 + L/2.

The last element follows because the mean over the whole disc, (g₁₁ + 2g₁₂ + g₂₂)/4, must be −1/4:

g₂₂ = 1/4 − L/2.

Each filament has resistance 2 in units of R_dc. Hence

2I₁ + iX(g₁₁I₁ + g₁₂I₂) = V,
2I₂ + iX(g₁₂I₁ + g₂₂I₂) = V,

where V = V′/R_dc. Put I = I₁ + I₂ and D = I₁ − I₂. Since g₁₁ + g₁₂ = −3/4 and g₁₂ + g₂₂ = −1/4, half the sum of the equations is

V = I − iX(I/4 + D/8).

For the difference, g₁₁ − g₁₂ = 1/4 − L and g₁₂ − g₂₂ = L − 3/4. With q = 2L − 1 this gives

2D = iX(I/4 + qD/2), so D = iXI/(8 − 2iqX).

Substitution yields

z = V/I = 1 − iX/4 + X²/[16(4 − iqX)].

Multiplying the last fraction above and below by 4 + iqX separates the resistance:

Re z = 1 + X²/[4(16 + q²X²)].

At low frequency this is 1 + X²/64. At high frequency it saturates at 1 + 1/(4q²) ≈ 2.68: the two inductances fix how the current divides, and neither filament can become thinner. A fixed mesh therefore loses the skin effect once its filaments at the surface are much thicker than the skin depth. Thick filaments many skin depths below the surface, where little current flows, do little harm.

The low-frequency result extends to N rings of equal area. A uniform current produces the logarithmic average

½[u ln u + ∫ᵤ¹ ln u′ du′] = (u − 1)/2,

so to first order the relative current density in a ring is 1 − iX(u_m − 1)/2, where u_m is the ring's mean u. The Joule loss divided by |I|² exceeds its uniform value by the variance of this density. The ring means u_m have variance (1 − 1/N²)/12, hence

Re z = 1 + (X²/48)(1 − 1/N²) + higher orders.

Two rings capture three quarters of the first rise in resistance.

**The continuous wire**

From ∇²A = −4πJ/c and Ohm's law, the axial field E obeys

E″ + E′/r + k²E = 0, k² = 4πiσω/c² = 2i/δ², k = (1+i)/δ.

The solution finite on the axis is E = E₀J₀(kr). Since ∫₀^a J₀(kr) r dr = aJ₁(ka)/k, the total current is 2πσE₀aJ₁(ka)/k, and the impedance referred to the surface is

Z = E(a)/I = kJ₀(ka)/[2πaσJ₁(ka)], z = kaJ₀(ka)/[2J₁(ka)].

For small w = (ka)² = 2iX, the Bessel series give

z = (1 − w/4 + w²/64)/(1 − w/8 + w²/192) = 1 − w/8 − w²/192 + …
  = 1 − iX/4 + X²/48 + …

This agrees with the ring formula as N → ∞.

For a ≫ δ, let f = E′/E. The field equation becomes f′ + f² + f/r + k² = 0. The solution that grows outward starts with f = −ik, and the terms of order 1/r give f = −ik − 1/(2r). Integrating the field equation over the disc gives aE′(a) = −k²∫E r dr, so

z = a²E(a)/(2∫E r dr) = −ak²/(2f) ≈ (a/2δ)(1 − i) + 1/4.

The leading resistance is that of a surface layer of thickness δ, since πa²/(2πaδ) = a/(2δ).

**The general filament equations**

For N filaments of areas S_m, averaging Ohm's law over each one gives

Σ_n Z_mn I_n = V′,
Z_mn = δ_mn/(σS_m) − iωL_mn,
L_mn = −(2/c²)⟨ln(|r−r′|/r0)⟩_mn.

Here δ_mn is 1 for m = n and 0 otherwise. In units of R_dc, with r0 = a,

z_mn = δ_mn πa²/S_m + iXg_mn.

The algorithm has four steps:

1. Choose filaments and compute S_m and g_mn.
2. Form z_mn at the required frequency.
3. Solve for the currents with unit drop on every filament.
4. Obtain z = 1/ΣI_m.

The g_mn depend on geometry alone and serve at every frequency on the same mesh.

If the return shell has r0 > a, each g_mn decreases by ln(r0/a). The added term in every equation is then −iX ln(r0/a) ΣI_n, the same for all filaments. It acts as a change of the common drop: the current shares are unchanged, and z shifts by −iX ln(r0/a).

A power balance follows too. Multiply equation m by I_m* and sum. Since L_mn is real and symmetric, ΣI_m*L_mnI_n is real, so the real part is Re Z |I|² = Σ|I_m|²/(σS_m), the Joule loss (twice its time average for peak amplitudes).

**Inductances of rings and squares**

For a ring between u = A and u = B, the average with any filament inside it is

g = [u ln u − u]_A^B / [2(B − A)].

For the ring with itself, the larger of two values has density 2(u − A)/(B − A)². Therefore

g_self = (B−A)⁻² ∫_A^B (u − A) ln u du
= (B−A)⁻² [½B² ln B − AB ln B + ½A² ln A − B²/4 + AB − ¾A²].

With A = 0 and B = 1 this returns −1/4.

Rings presuppose a current density that depends on r alone. Square filaments do not. For two unit squares with centres offset by (p,q), each coordinate difference has a triangular distribution, and averaging a function over it equals taking the second difference of its double antiderivative. Thus

⟨ln distance⟩ = Σ_i Σ_j w_i w_j F(p+i, q+j), i, j = −1, 0, 1, w = 1, −2, 1,

where ∂⁴F/∂x²∂y² = ½Λ and Λ = ln(x²+y²). For x, y ≥ 0, extended evenly to other signs, a suitable function is

F = (6x²y² − x⁴ − y⁴)Λ/48 + (x³y/6) arctan(y/x) + (xy³/6) arctan(x/y) − 25x²y²/48.

Differentiation confirms it:

∂F/∂y = (3x²y − y³)Λ/12 + (x³/6) arctan(y/x) + (xy²/2) arctan(x/y) + y(3x² − y²)/24 − 25x²y/24,
∂²F/∂y² = (x² − y²)Λ/4 + xy arctan(x/y) − 3x²/4 − 7y²/24,
∂³F/∂x∂y² = xΛ/2 + y arctan(x/y) − x,
∂⁴F/∂x²∂y² = Λ/2 + x²/(x²+y²) + y²/(x²+y²) − 1 = Λ/2.

For squares of side h, add ln h. A unit square with itself gives −0.8051. Both kinds of average agree with direct quadrature in the tested cases.

**Why the error is second order**

Let J be the exact density for V′ = 1, J_h the filament density, and Y = 1/Z the admittance. Define the symmetric form

a(u,v) = ∫uv dS/σ + B(u,v),
B(u,v) = (2iω/c²)∬u(r) ln(|r−r′|/r0) v(r′) dS dS′.

Ohm's law says a(J,v) = ∫v dS for every v. The filament equations say the same of J_h for every v constant on each filament. Hence a(J−J_h, v) = 0 for such v, and in particular for v = J_h. Then

Y − Y_h = ∫(J−J_h) dS = a(J, J−J_h) = a(J−J_h, J−J_h).

The admittance error is quadratic in the current error.

Split J − J_h = s + p, where s is J minus its average on each ring and p is the error of those averages. For smooth J and rings of width h, s is a sawtooth of height of order h with zero mean in each ring. If v is constant on rings, its magnetic potential is smooth across a ring, and only the variation of that potential, also of order h, couples to s. So B(s,v) is of order h². Since a(p,v) = −a(s,v) = −B(s,v), and Re a(p,p*) = ∫|p|² dS/σ prevents amplification, p is of order h².

The terms containing p are then of order h⁴. So is B(s,s): the net current of s vanishes in each ring, its partial current is of order h², its potential therefore varies by order h³ across a ring, and s supplies one more h. What remains is ∫s² dS/σ. Within a ring s ≈ (r − r_m)dJ/dr, r_m being the middle radius, with mean square (h²/12)(dJ/dr)². To leading order,

Y − Y_h ≈ (1/12σ) ∫ h²(dJ/dr)² dS.

The square is a complex square, not a squared modulus.

For δ ≪ a, with r0 = a and depth s = a − r (a new use of the letter), J = σe^{iks}. Because ∫₀^∞ e^{2iks} ds = i/(2k),

Y − Y_h ≈ (h²/12σ)(2πa)(−σ²k²)(i/2k) = −iπaσkh²/12,
Y ≈ 2πaσ ∫₀^∞ e^{iks} ds = 2πaσi/k.

Their ratio is −k²h²/24 = −ih²/(12δ²), and Z_h = 1/Y_h gives

Z_h/Z ≈ 1 − ih²/(12δ²).

Multiplying by Z ∝ 1 − i shows the signs: the resistance is too small and the magnitude of the reactance too large, each by the fraction h²/(12δ²). This holds for uniform rings with h ≪ δ ≪ a.

Two improvements follow. The combination (4Z_2N − Z_N)/3 cancels the h² term, because doubling N divides that term by four. A graded mesh also puts thin rings where the current varies fastest. Minimize the bound ∫h²|dJ/dr|² r dr at fixed N = ∫dr/h. Setting the variation with respect to h to zero gives

h³ r |dJ/dr|² = constant.

Near the surface under strong skin effect |dJ/dr|² ∝ e^{−2s/δ}, so h ∝ e^{2s/(3δ)}. With t_j = j/N, the boundaries lie at depths

s_j = −(3δ/2) ln[1 − t_j(1 − e^{−2a/(3δ)})].

**A wire at 10 GHz**

Take a model metal with σ = 4.5×10¹⁷ s⁻¹, free-electron density n = 8×10²² cm⁻³ and a = 5 µm. Local Ohm's law needs a short mean free path. From σ = ne²τ/m, the collision time is τ = mσ/(ne²) = 22.2 fs. With k_F = (3π²n)^{1/3}, the path is ħk_Fτ/m = 34.3 nm. At 10 GHz δ = 0.711 µm, so the path is 0.048δ. Also ωτ = 1.4×10⁻³, and the ratio of displacement to conduction current, ω/(4πσ), is 1.1×10⁻⁸. The local, quasistatic model is a fair approximation here, but only to about 2%. For a flat surface of this free-electron metal, nonlocal conduction changes the surface resistance by about 0.1% or less. It raises the magnitude of the reactance by 0.1% if electrons reflect specularly and by 1.9% if they scatter diffusely.

The ratio a/δ is 7.030, so X = 49.42. One filament gives z = 1 − 12.35i. The two-filament formula gives about 2.6 − 4.7i, already near its resistance ceiling. The Bessel value is

z = 3.778 − 3.499i.

The high-frequency formula gives 7.030/2 + 0.25 = 3.765 for the resistance and 3.515 for the magnitude of the reactance. Since R_dc = 2.829×10⁻¹² s/cm²,

R = 3.778 × 2.829×10⁻¹² = 1.069×10⁻¹¹ s/cm² = 9.61 Ω/cm.

The internal inductance follows from c²L_int = −2 Im z/X = 2 × 3.499/49.42 = 0.1416, which is 0.1416 nH/cm, against 0.5 nH/cm for uniform current. The field on the axis has 0.7% of its surface magnitude.

Twenty uniform rings have h/δ = 0.3515 and give 3.742 − 3.536i, an error of 0.99% relative to |Z|. The strong-skin estimate is 0.3515²/12 = 1.03%, and both signs are as derived. Between 40 and 80 rings the observed order is 2.000 for Z and 1.995 for the ring currents. At 80 rings the full error integral reproduces the admittance error to about 0.1%. Extrapolation from 40 and 80 rings reduces the relative error from 6.2×10⁻⁴ to 8×10⁻⁷; this is numerical accuracy within the model, not accuracy for a real wire.

Twenty graded rings give an error of 5.9×10⁻⁴, slightly less than 80 uniform ones. With 200 graded rings, replacing the grading exponent 2/3 by 1/3 or 1 raises the computed bound by factors of 1.71 and 2.15. The exponent 2/3 minimizes the bound, not the error itself, whose complex integrand partly cancels. With these 200 rings the actual error of Z is 5.9×10⁻⁶ for the exponent 2/3 and 4.3×10⁻⁶ for the exponent 1. With 20 rings it is 5.9×10⁻⁴ and 1.8×10⁻³.

**What a staircase outline does**

Square filaments cannot follow the circle. Here a square belongs to the wire if its centre lies inside the circle, and all squares are scaled to a total area πa², which makes the direct-current resistance correct. With 12, 24 and 48 squares across the diameter, the errors relative to |Z| are 3.3%, 1.4% and 0.45%. The trend is downward, but neither at a clean second-order rate nor steadily: 18 squares across give 1.05% and 20 give 1.9%.

The coarsest result is better than it deserves. Keep its outline fixed and split each square into 4 × 4. The error rises from 3.3% to 11%, with z = 4.00 − 2.97i. Subdivision raised the resistance and lowered the magnitude of the reactance, as refining the rings does, but moved the result away from the circle's value. The coarse outline errs in the opposite direction to the coarse filaments, and the two errors partly cancelled. The mesh with 48 squares across has nearly the same filament size, h/δ = 0.29, but a finer outline, and its error is 0.45%. That figure benefits from the same cancellation: splitting its squares 2 × 2 raises it to 0.95%, and splitting the 24-square mesh 4 × 4 raises 1.4% to 3.8%. Convergence therefore has to be checked by refining the outline as well as the filaments.

**Changing the frequency**

At 1 GHz a/δ = 2.22, and 20 uniform rings err by 0.11%. At 100 GHz a/δ = 22.2, each such ring is 1.11δ thick, and the error is 10%. Twenty rings regraded for each frequency stay near 0.05% throughout. One mesh that must serve a band should not simply be graded for the highest frequency. With 20 rings graded for 100 GHz, the formula for s_j puts the innermost boundary at a depth of (3δ/2) ln 20 = 4.5δ, or 1.0 µm, so the core is a single filament of radius 4.0 µm. At 10 GHz that boundary is only 1.4 skin depths below the surface, and the current still varies strongly inside the core. That mesh errs by 5.3% at 10 GHz and 11% at 3 GHz, more than 20 uniform rings do. A mesh for the whole band needs thin rings near the surface and enough rings deeper in, and its error should be checked at several frequencies across the band.

The metal sets a limit of its own. At 100 GHz δ is 5 µm/22.2 = 0.225 µm, and the mean free path is 0.15δ. The mesh still converges to the Bessel value, but the local relation J = σE behind both is less secure: for a flat surface the nonlocal shift reaches about 1% in resistance and reactance with specular reflection, and 6% in reactance with diffuse scattering. Refining the filaments cannot repair that. The complete values are in the numerical output.

Calculated quantities

```
conductivity = 4.50e+17 1/s; radius = 5.0 um
electron density = 8.0e+22 1/cm^3
mean free path = 34.3 nm; tau = 22.2 fs
frequency = 10 GHz; delta = 0.7113 um
a/delta = 7.0297; free path/delta = 0.0482
omega tau = 1.40e-03; omega/(4 pi sigma) = 1.11e-08
R_dc = 2.8294e-12 s/cm^2 = 2.5430 ohm/cm
Bessel Z/R_dc = 3.77795 -3.49944i
Bessel R = 1.0689e-11 s/cm^2 = 9.6072 ohm/cm
internal inductance = 0.1416 nH/cm
|E(axis)/E(surface)| = 0.00693
uniform rings: N, h/delta, Z/R_dc, relative error of Z
    1 7.0297 1.00000 -12.35409i 1.802e+00
    5 1.4059 3.25255 -4.11118i 1.566e-01
   10 0.7030 3.63577 -3.64630i 3.969e-02
   20 0.3515 3.74179 -3.53567i 9.940e-03
   40 0.1757 3.76888 -3.50847i 2.486e-03
   80 0.0879 3.77568 -3.50170i 6.215e-04
order of Z error (N 40 to 80) = 1.9999
order of current error (N 40 to 80) = 1.9951
actual/predicted Y error, uniform N=80: 1.00000 +0.00094i
actual/predicted Y error, graded N=80: 1.00756 +0.00508i
strong skin: a/delta = 50, h/delta = 0.10, ratio = 0.99500 -0.00469i
extrapolated from N=40,80: 3.77795 -3.49944i, error 7.968e-07
graded rings N=20: 3.77724 -3.50237i, error 5.857e-04
error bound relative to grading exponent 2/3: 1/3: 1.706, 1: 2.150
mean ln distance in unit square = -0.805087
squares: outline cells, split, filaments, h/delta, Z/R_dc, error
  12 1  112 1.1773 3.67689 -3.36250i 3.305e-02
  24 1  448 0.5887 3.78558 -3.42701i 1.414e-02
  48 1 1804 0.2934 3.78680 -3.47812i 4.484e-03
  12 4 1792 0.2943 4.00115 -2.97351i 1.109e-01
frequency/GHz, a/delta, Bessel Z/R_dc; errors graded, uniform N=20
    1 2.2230 1.36578 -1.01660i 5.365e-04 1.074e-03
   10 7.0297 3.77795 -3.49944i 5.857e-04 9.940e-03
  100 22.2298 11.36911 -11.11048i 4.833e-04 1.014e-01
```
